\section*{Why localised defect levels agree between functionals while band edges move}

\section*{The question}

A defect in a monolayer semiconductor can hold or lose an electron. Its charge transition level is computed with a semilocal functional and again with a hybrid, which replaces a fraction $a$ of semilocal exchange by exact exchange. Measured from a common electrostatic reference, the two levels often lie close together. Measured from the valence or conduction edge, they do not. Why does exact exchange move the edges and leave many localised levels nearly in place, and when does this fail?

\section*{What is being compared}

Let $E^0$ and $E^+$ be the total energies of the neutral and the singly positive system at one fixed geometry. With the Fermi energy $\varepsilon_F$ as the energy of the electron reservoir, the two charge states are equally favourable when $E^0=E^++\varepsilon_F$. The transition level is therefore
\begin{equation}
\varepsilon(+/0)=E^0-E^+ .
\end{equation}
It is a difference of total energies. A band edge is the energy of a carrier spread over the whole host, and for that carrier the energy difference becomes an eigenvalue, as shown below.

Both need one zero of energy. For a finite flake this is the vacuum level. In a periodic cell the average electrostatic potential can serve, provided that both functionals give nearly the same charge density. If they give surface dipoles that differ by $\Delta\mu$ per area $A$, the potential step across the sheet differs by $\Delta\mu/(\epsilon_0A)$.

\section*{Mechanism: how much charge the exchange hole holds}

Take one orbital $\varphi$ in one spin channel, with occupation $f$ between 0 and 1. Its density matrix is $P(\mathbf r,\mathbf r')=f\varphi(\mathbf r)\varphi^*(\mathbf r')$. In atomic units, exact exchange is
\begin{equation}
E_x^{\rm ex}=-\frac12\iint\frac{|P(\mathbf r,\mathbf r')|^2}{|\mathbf r-\mathbf r'|}\,d\mathbf r\,d\mathbf r'=-\frac{J}{2}f^2,
\end{equation}
where $J=\iint|\varphi(\mathbf r)|^2|\varphi(\mathbf r')|^2/|\mathbf r-\mathbf r'|\,d\mathbf r\,d\mathbf r'$ is twice the classical self-repulsion energy of the charge $|\varphi|^2$. The exchange hole around an electron at $\mathbf r$ is $-|P|^2/n(\mathbf r)=-f|\varphi(\mathbf r')|^2$, since $n=f|\varphi|^2$. It contains $f$ electrons.

A local functional assumes a hole that contains one electron, whatever $f$ is. The radius $R_x$ of such a hole follows from $nR_x^3\sim1$, so the exchange energy per electron scales as $-1/R_x\sim-n^{1/3}$, and the total as $-f^{4/3}$. Gradient corrections change the power somewhat. Write the semilocal energy as $-cf^p$ with $p<2$. If it is nearly right at $f=1$, then $c\approx J/2$ and
\begin{equation}
W\equiv E_x^{\rm ex}-E_x^{\rm sl}\approx\frac J2\left(f^p-f^2\right).
\end{equation}
This vanishes at $f=0$ and $f=1$ and is positive between them. Semilocal exchange is too negative at fractional occupation because its hole holds too much charge.

For $\varphi\propto e^{-r}$, with $r$ in bohr, the exact and PBE exchange energies are $-8.504$ and $-8.325$ eV at $f=1$, an error of $+0.178$ eV. At $f=1/2$ they are $-2.126$ and $-3.456$ eV, an error of $-1.330$ eV. The PBE power between these occupations is $1.27$. It lies below $4/3$ because the reduced gradient $|\nabla n|/n^{4/3}$ grows as $f^{-1/3}$ when $f$ falls, and PBE exchange is enhanced by a larger reduced gradient.

A localised charge state has integer occupation on its site. A carrier in a band leaves a small fraction of its charge on each site. The two therefore sample different parts of this error.

\section*{From occupation to level and edge}

\subsection*{The localised level is an average}

Let one site lose a fraction $\delta$ of an electron from its highest orbital $h$, so that $f=1-\delta$. Its energy is $E(\delta)$, with $E(0)=E^0$ and $E(1)=E^+$. The one-electron operator is $H=\partial E/\partial P$. When occupations $f_i$ and orbitals $\varphi_i$ both change,
\begin{equation}
dE=\sum_i df_i\langle\varphi_i|H|\varphi_i\rangle
+\sum_i f_i\left(\langle d\varphi_i|H|\varphi_i\rangle+\text{c.c.}\right).
\end{equation}
At self-consistency $H\varphi_i=\varepsilon_i\varphi_i$, so the second sum equals $\sum_if_i\varepsilon_i\,d\langle\varphi_i|\varphi_i\rangle$, which is zero for normalised orbitals. This is Janak's theorem, and it covers hybrids when $H$ contains the nonlocal exchange operator. Since $df_h=-d\delta$, we have $dE/d\delta=-\varepsilon_h(\delta)$, and
\begin{equation}
\varepsilon(+/0)=E(0)-E(1)=\int_0^1\varepsilon_h(\delta)\,d\delta .
\label{avg}
\end{equation}

\subsection*{The band edge is an endpoint}

Now spread one hole over $M$ identical, non-overlapping sites in the state $h_M=M^{-1/2}\sum_jh_j$. Removing it subtracts $|h_M\rangle\langle h_M|$ from the density matrix. The block on site $j$ loses $|h_j\rangle\langle h_j|/M$, which is the density-matrix change of a site with $\delta=1/M$. With orbitals relaxed on each site, the site energies add up to a cost $M[E(1/M)-E(0)]$.

Two intersite terms remain. The charges $1/M$ repel each other with energy $\frac12\sum_{i\ne j}1/(M^2R_{ij})$. The off-diagonal blocks $-|h_i\rangle\langle h_j|/M$ enter exact exchange and give $-\frac12\sum_{i\ne j}1/(M^2R_{ij})$, of which a hybrid takes the fraction $a$. At large separations the cost of the hole is thus
\begin{equation}
M\left[E(1/M)-E(0)\right]+\frac{1-a}{2M^2}\sum_{i\neq j}\frac1{R_{ij}} .
\label{spread}
\end{equation}
For two sites the last term is $(1-a)/(4R)$. For a large square flake, the mean of $1/R_{ij}$ scales as the inverse side, so the term vanishes as the flake grows. The first term tends to $dE/d\delta$ at $\delta=0$, which is $-\varepsilon_h(0)$. The valence edge, being minus this cost, is
\begin{equation}
\varepsilon_v=\varepsilon_h(0).
\end{equation}
Hopping between sites is neglected here. In a band with appreciable width, the corresponding edge is the eigenvalue of the top Bloch state.

\section*{The formula: chord and tangent}

Define $D(\delta)=E_{\rm hyb}(\delta)-E_{\rm sl}(\delta)$. Subtracting the two versions of the level and of the edge gives
\begin{align}
\Delta\varepsilon(+/0)&=[E_{\rm hyb}(0)-E_{\rm hyb}(1)]-[E_{\rm sl}(0)-E_{\rm sl}(1)]\notag\\
&=-[D(1)-D(0)],\label{chord}\\
\Delta\varepsilon_v&=-D'(0).\label{tangent}
\end{align}
The localised level moves by the chord of $D$ across the unit interval, the edge by its tangent at the neutral end.

To connect $D$ with exchange, write $E_{\rm hyb}=E_{\rm sl}+aW$. The hybrid orbitals differ from the semilocal ones by terms of order $a$. Because $E_{\rm sl}$ is stationary at its own orbitals, this difference changes $E_{\rm sl}$ at order $a^2$, and it changes $aW$ at order $a^2$ too. Hence
\begin{equation}
D(\delta)=aW(\delta)+O(a^2),
\label{first}
\end{equation}
with $W$ evaluated at the semilocal orbitals for each $\delta$. In the one-orbital model, $f=1-\delta$ gives
\begin{equation}
D(1)-D(0)\approx0,\qquad D'(0)\approx\frac{aJ}{2}(2-p)>0 .
\end{equation}
The level stays and the valence edge moves down. In a real site the other electrons contribute as well, so the size of the chord has to be computed.

For a Bloch state $k$ the corresponding estimate at fixed density is
\begin{equation}
\Delta\varepsilon_k\approx a\langle k|\hat v_x^{\rm ex}-v_x^{\rm sl}|k\rangle .
\label{frozen}
\end{equation}
It omits the response of the density to the new functional, which also contributes at first order in $a$. For an empty conduction state the exact operator contains no self-exchange, whereas the semilocal potential acts on empty and filled states alike. This favours an upward shift of the conduction edge, though its sign and size depend on the host and are not calculated here.

\section*{The number: one orbital in both roles}

Ammonia allows the same orbital, the nitrogen lone pair, to play both parts. A hole on one molecule is the localised state. A hole spread over a dilute sheet of molecules is the band state. The geometry is fixed at N--H $=1.01$ \AA\ and H--N--H $=107^\circ$. The functionals are PBE and PBE0 ($a=0.25$), in the 6-31+G* basis. Energies are in eV from vacuum:
\begin{center}
\begin{tabular}{lrrr}
 & PBE & PBE0 & shift\\
localised level & $-10.858$ & $-10.753$ & $+0.104$\\
hole over 2 sites & $-8.421$ & $-9.175$ & $-0.754$\\
hole over 4 sites & $-7.198$ & $-8.376$ & $-1.178$\\
band edge & $-6.002$ & $-7.591$ & $-1.589$
\end{tabular}
\end{center}
The middle rows are $-M[E(1/M)-E(0)]$, without the charging term. In this basis the edge moves about fifteen times as far as the localised level, and in the opposite direction. The digits are not converged in the basis. In the larger def2-TZVPD basis the levels become $-10.929$ and $-10.800$ eV (shift $+0.129$), the edges $-6.123$ and $-7.694$ eV (shift $-1.571$), and the two-site shift $-0.729$ eV. Single entries thus move by up to $0.12$ eV and the shifts by $0.02$--$0.03$ eV. The ratio falls to about twelve, because the level shift in its denominator is small. Since the orbital and geometry are the same, the difference comes from the spreading of the hole.

The function $D(\delta)-D(0)$ shows the arch: $0.294$, $0.377$ and $-0.104$ eV at $\delta=0.25$, $0.5$ and $1$. Equation~\eqref{first}, evaluated with PBE orbitals, gives $0.293$, $0.378$ and $-0.111$ eV. The exchange difference thus accounts for the shift, and the change of orbitals from PBE to PBE0 adds little. The relaxation of the orbitals as the electron is removed is already contained in the PBE orbitals used at each $\delta$. At $\delta=0.5$ the arch stands $0.377+0.104/2=0.429$ eV above its chord. The fixed-density estimate \eqref{frozen} gives an edge shift of $-1.681$ eV against the self-consistent $-1.589$ eV.

The eigenvalues tell the same story. From $\delta=0$ through $0.5$ to $1$ they run through $-6.002$, $-10.882$, $-15.600$ eV in PBE and $-7.591$, $-10.780$, $-13.809$ eV in PBE0. Simpson's rule for \eqref{avg} gives, in PBE,
\begin{equation}
\frac{-6.002-4(10.882)-15.600}{6}=-10.855\ \text{eV},
\end{equation}
close to the total-energy difference $-10.858$ eV. The two eigenvalue curves cross near half occupation. If each is approximated by a straight line of total drop $K$, the edge lies $K/2$ above the level. Here $K$ is $9.598$ eV in PBE and $6.218$ eV in PBE0, so the edge should shift by $0.104+(6.218-9.598)/2=-1.586$ eV, as it nearly does. Exact exchange tilts the line about its middle: the average stays and the endpoint moves.

The spreading law \eqref{spread} was tested on a real pair of molecules $20$ \AA\ apart with one whole electron removed, the hole being held in the even combination of the two lone pairs. For PBE the law gives $8.421+14.40/(4\times20)=8.601$ eV, and the direct calculation gives $8.602$ eV. For PBE0 the repulsion is multiplied by $0.75$; the law gives $9.310$ eV and the calculation $9.311$ eV. The charging term in a flake is smaller: for sites 2 nm apart, the bare repulsion falls from $0.050$ to $0.026$ eV when the array grows from $20\times20$ to $40\times40$.

The common scale also holds. At one molecule per nm$^2$, all oriented alike, the dipole difference between the functionals changes the potential step by $0.016$ eV in magnitude ($0.019$ eV in def2-TZVPD), about one per cent of the edge shift.

One feature limits the analogy with a trap. The localised level lies $4.86$ eV below the PBE edge and $3.16$ eV below the PBE0 edge, so with either functional a hole in this sheet would lower its energy by spreading. Without hopping, this gain is an error of the functionals: one hole on distant identical sites truly costs the same energy whether it sits on one site or is shared among many. The localised hole is a constrained state, not a level in the gap. The molecules are unscreened, which makes $K$ large. A classical polarisable surrounding responds to the charge $\delta$ with an energy roughly proportional to $-\delta^2$, nearly the same for both functionals. It lowers both values of $K$ but leaves their difference, and with it the edge shift, nearly unchanged. The example isolates the effect of spreading and does not predict the shift in a particular semiconductor.

\section*{When the agreement fails}

The table already shows the first condition. A hole shared by only two sites shifts by $-0.754$ eV, nearly half the edge shift. A shallow state, spread over many sites, follows its band edge. If one functional localises the hole and the other spreads it, the comparison is between different states and \eqref{chord} does not apply.

Localisation is not sufficient either. The chord is small when the semilocal exchange errors of the two integer charge states nearly cancel. Whether they do so when the filling or spin arrangement of a compact $d$ shell changes is not tested here and has to be computed for each centre. Separate relaxation with each functional adds a geometrical difference, which is absent here because the geometry was held fixed.

Agreement between two functionals does not establish accuracy. They may share errors in correlation, basis or treatment of the host. PBE0 serves here as a second approximation, not as the truth.

\section*{Consequence for a monolayer channel}

Consider a trap whose $(+/0)$ level is $-5.0$ eV from vacuum with both functionals. Let the valence and conduction edges be $-5.9$ and $-4.2$ eV in the semilocal calculation, and $-6.3$ and $-4.1$ eV in the hybrid one. These are rough inputs in the regime of monolayer MoS$_2$; the trap is not assigned to a particular defect.

The trap lies $-5.0+5.9=0.90$ eV above the semilocal valence edge and $-5.0+6.3=1.30$ eV above the hybrid one. Its depth below the conduction edge changes from $0.80$ to $0.90$ eV. If the semilocal distance from the valence edge were carried over, the hybrid level would be put at $-5.40$ eV. Keeping its fraction of the gap, $0.90/1.70=0.529$, would put it at $-5.14$ eV. For a level that satisfies the conditions above, the consistent procedure is to keep its absolute position and insert the better edges.

Thermal hole emission at temperature $T$ varies as $e^{-\Delta/k_BT}$, with $\Delta$ the depth above the valence edge. At 300 K, $k_BT=0.02585$ eV. With equal prefactors, the hybrid edges slow emission by
\begin{equation}
e^{(1.30-0.90)/0.02585}=5.2\times10^6 .
\end{equation}

\subsection*{The charged cell}

The common level assumes isolated defects, whereas a periodic calculation repeats the charge with period $L$ and adds a neutralising background. For a uniform background in the plane of a polarisable sheet in vacuum, the screened interaction is $v(q)=e^2/[2\epsilon_0q(1+r_0q)]$, where $r_0$ is the screening length. The periodic energy minus the isolated one is
\begin{equation}
E_{\rm im}=\frac12\left[\frac1{L^2}\sum_{\mathbf G\ne0}v(G)-\int\frac{d^2q}{(2\pi)^2}v(q)\right].
\end{equation}
The sum is the self-energy of the repeated charge; the background removes $\mathbf G=0$. The integral is that of one isolated charge. Both are evaluated for a Gaussian charge much narrower than the cell, so that each is finite. Without polarisation, the bracket with its factor $1/2$ is $-1.95\,e^2/(4\pi\epsilon_0L)$, by this formula and by direct summation in real space.

For $L=1.6$ nm and $r_0=4.0$ nm (semilocal) or $3.6$ nm (hybrid), $E_{\rm im}$ is $-0.437$ or $-0.467$ eV. Since $E^+$ enters the level with a minus sign, the uncorrected levels are too high by $0.437$ and $0.467$ eV. Most of the error is common to both functionals; $0.029$ eV is not. These values hold for a nearly point-like charge. A Gaussian charge with standard deviation $0.3$ nm gives $-0.405$ and $-0.431$ eV, and one with $0.5$ nm gives $-0.353$ and $-0.375$ eV, so in a cell this small the extent of the defect charge has to be included. A slab calculation with a background filling the vacuum needs a different correction.

\subsection*{Other neglected effects and the real device}

In a field of $0.1$ MV/cm, a drop of 1 V over 100 nm, and with relative permittivity 4, Poole--Frenkel lowering would be $0.120$ eV. It requires attraction between the emitted carrier and the centre. Hole emission through a $(+/0)$ level leaves a neutral centre, so this term is absent here; it would apply to a $(0/-)$ level. For mass $0.5\,m_e$, the exponent for tunnelling through the triangular barrier of the semilocal depth is 412, against a thermal exponent of $0.90/0.02585=34.8$. At this field direct tunnelling is negligible by comparison unless the prefactors differ enormously. The tunnelling exponent falls as the inverse field and reaches the thermal one near $1.2$ MV/cm; already at $1$ MV/cm, thermally assisted tunnelling through the top of the barrier raises the rate by roughly $e^{3.7}\approx40$. At such fields the purely thermal law no longer applies. A twofold degeneracy of the trap shifts its effective level by $k_BT\ln2=0.018$ eV. A hole density of $10^{12}$ cm$^{-2}$ is $0.185$ of the thermal density of states $2mk_BT/(2\pi\hbar^2)$ of a twofold degenerate band. The Fermi level then lies $1.6\,k_BT$ from the edge, and Boltzmann statistics are accurate to about ten per cent.

A real MoS$_2$ channel rests on a dielectric and lies near a gate, which screen both the trap charge and the band carriers. The edges then depend on the surroundings, and the vacuum-sheet inputs need not apply. Lattice relaxation also separates the thermal level from the fixed-geometry level. Each $0.1$ eV of change in the depth alters the emission rate by a factor of about 50 at 300 K. The factor of five million therefore shows how strongly the choice of edges matters in this model; it is not a predicted trap lifetime. The numerical output below gives the inputs and intermediate values of the 6-31+G* calculation and of the channel model.

\section*{Numbers as computed}
\begin{verbatim}
NH3 input: N-H 1.01 angstrom, H-N-H 107 deg
basis 6-31+g* ; energies from vacuum
PBE: localised level (+/0) = -10.858 eV
PBE: band edge (eigenvalue) = -6.002 eV
PBE: eigenvalue at hole 0.5, 1 = -10.882, -15.600 eV
PBE: occupation-averaged eigenvalue = -10.855 eV
PBE0: localised level (+/0) = -10.753 eV
PBE0: band edge (eigenvalue) = -7.591 eV
PBE0: eigenvalue at hole 0.5, 1 = -10.780, -13.809 eV
PBE0: occupation-averaged eigenvalue = -10.753 eV
level shift PBE->PBE0: 0.104 eV
  first-order estimate: 0.111 eV
edge shift PBE->PBE0: -1.589 eV
  first-order estimate: -1.681 eV
D(0.25)-D(0) = 0.294 eV; first order 0.293 eV
D(0.50)-D(0) = 0.377 eV; first order 0.378 eV
D(1.00)-D(0) = -0.104 eV; first order -0.111 eV
arch of D above its chord at hole 0.5: 0.429 eV
hole over 1 sites: PBE -10.858, PBE0 -10.753, shift 0.104 eV
hole over 2 sites: PBE -8.421, PBE0 -9.175, shift -0.754 eV
hole over 4 sites: PBE -7.198, PBE0 -8.376, shift -1.178 eV
pair cation at 20 angstrom, PBE: 8.602 eV; law 8.601 eV
pair cation at 20 angstrom, PBE0: 9.311 eV; law 9.310 eV
charging energy, 20x20 and 40x40 sites, 2 nm apart: 0.0501, 0.0259 eV
scale shift by dipole change, 1 NH3/nm2: -0.0160 eV
one orbital, f=1: exact -8.504, PBE -8.325, error 0.178 eV
one orbital, f=0.5: exact -2.126, PBE -3.456, error -1.330 eV
PBE exchange power of f between 0.5 and 1: 1.268
image constant, direct / reciprocal: -1.9497 / -1.9483
CHANNEL (rough inputs): trap -5.0 eV, T 300 K, kT 0.02585 eV
semilocal: edges -5.9, -4.2 eV; trap above valence 0.90 eV
  below conduction 0.80 eV; gap fraction 0.529
hybrid: edges -6.3, -4.1 eV; trap above valence 1.30 eV
  below conduction 0.90 eV; gap fraction 0.591
hole emission slower with hybrid edges by factor 5.24e+06
wrong transfer: from valence edge -5.40 eV, by gap fraction -5.14 eV
cell 1.6 nm, screening lengths 4.0, 3.6 nm
image energies -0.4371, -0.4665 eV; difference -0.0294 eV
field 0.1 MV/cm, permittivity 4: Poole-Frenkel lowering 0.120 eV
mass 0.5 m_e: tunnel exponent 412, thermal exponent 34.8
twofold level degeneracy: kT ln2 = 0.0179 eV
carriers 1.0e+12 cm^-2 / thermal states 5.40e+12 cm^-2 = 0.185
\end{verbatim}
